# Plasma density from the axial wavelength of a helicon wave

## Problem

A helicon wave is driven at 13.56 MHz in a plasma column of radius $a=5$ cm along a static field $B_0=20$ mT. Its phase advances by $2\pi$ over an axial distance $\lambda=20$ cm. The first transverse root is given as $Ta=3.83$, where $T$ is the transverse wavenumber.

1. Infer the electron density.
2. Decide for which azimuthal mode the given root is right, and find the density if the mode is another one.
3. Find how far electron inertia, collisions and a non-uniform profile move the answer.

The wave fields vary as $\exp[i(m\theta+kz-\omega t)]$, with $\hat z$ along $B_0$ and $k=2\pi/\lambda>0$. The first model has a uniform density $n$, fixed ions, massless electrons without collisions, no displacement current, and a conducting wall at $r=a$.

## Estimate by scaling

Massless electrons move so that the electric force balances the magnetic force, which gives $E\sim JB_0/(en)$ for a current density $J$. Ampère's law gives $J\sim TB/\mu_0$ if the transverse variation is the faster one. In Faraday's law the static field selects the axial derivative, as shown below, so $\omega B\sim kE$. Together,

$$\omega\sim\frac{kTB_0}{\mu_0en},\qquad n\sim\frac{B_0kT}{\omega\mu_0e}.$$

The inputs are $\omega=8.52\times10^7$ rad/s, $k=2\pi/0.20=31.42$ m$^{-1}$ and $T=3.8317/0.05=76.63$ m$^{-1}$. With $\omega\mu_0e=1.715\times10^{-17}$ in SI units,

$$n\sim\frac{0.020\times31.42\times76.63}{1.715\times10^{-17}}=2.81\times10^{18}\ \text{m}^{-3}.$$

The estimate cannot say whether $T$, $k$ or a combination of them belongs in Ampère's law. Here $k/T=0.41$, so the question matters.

## Exact solution of the model

**Dispersion relation.** Force balance is $\mathbf E=-\mathbf v\times\mathbf B_0$. With $\mathbf J=-en\mathbf v$,

$$\mathbf E=\frac{\mathbf J\times\mathbf B_0}{en},\qquad E_z=0.$$

Faraday's law reads $i\omega\mathbf B=\nabla\times\mathbf E$. Without displacement current $\nabla\cdot\mathbf J=0$, and $\mathbf B_0$ is uniform, so one term of the curl survives:

$$\nabla\times(\mathbf J\times\mathbf B_0)=(\mathbf B_0\cdot\nabla)\mathbf J=ikB_0\mathbf J.$$

Hence $\omega\mathbf B=kB_0\mathbf J/(en)$. Inserting $\mu_0\mathbf J=\nabla\times\mathbf B$ gives

$$\nabla\times\mathbf B=\alpha\mathbf B,\qquad \alpha=\frac{\omega\mu_0en}{kB_0}.$$

A second curl, with $\nabla\cdot\mathbf B=0$, gives $\nabla^2\mathbf B+\alpha^2\mathbf B=0$. The solution for $B_z$ that is regular on the axis is $B_z\propto J_m(Tr)$, with $T^2=\alpha^2-k^2$. Therefore

$$n=\frac{B_0k\alpha}{\omega\mu_0e},\qquad \alpha=\sqrt{k^2+T^2}.$$

**Wall condition.** The radial and azimuthal components of $\nabla\times\mathbf B=\alpha\mathbf B$ are

$$\frac{im}{r}B_z-ikB_\theta=\alpha B_r,\qquad ikB_r-B_z'=\alpha B_\theta .$$

Multiply the first by $\alpha$ and replace $\alpha B_\theta$ by the second:

$$\alpha^2B_r=\frac{im\alpha}{r}B_z+k^2B_r+ikB_z'
\quad\Rightarrow\quad
B_r=\frac{i}{T^2}\left(\frac{m\alpha}{r}B_z+kB_z'\right).$$

At the conducting wall $E_\theta=E_z=0$. The radial part of Faraday's law, $i\omega B_r=(im/r)E_z-ikE_\theta$, then requires $B_r(a)=0$:

$$m\alpha J_m(Ta)+kT\,J_m'(Ta)\,a=0 .$$

For $m=0$, $J_0'=-J_1$, so the condition is $J_1(Ta)=0$. Its first positive root is 3.8317. The given root thus belongs to the axisymmetric mode.

**Numbers for $m=0$.**

$$\alpha=\sqrt{31.42^2+76.63^2}=82.82\ \text{m}^{-1},$$

$$n=\frac{0.020\times31.42\times82.82}{1.715\times10^{-17}}=3.03\times10^{18}\ \text{m}^{-3}=3.03\times10^{12}\ \text{cm}^{-3}.$$

**Numbers for $m=\pm1$.** The wall condition now contains $k$, and the same wavelength gives other roots:

- $m=+1$: $Ta=2.737$ and $n=2.31\times10^{18}$ m$^{-3}$, 24% below the $m=0$ value.
- $m=-1$: $Ta=4.751$ and $n=3.67\times10^{18}$ m$^{-3}$, 21% above it.

The pattern of $m=+1$ turns towards increasing $\theta$, the sense in which electrons gyrate about $\mathbf B_0$. The root 3.83 returns for $|m|=1$ when $ka\ll1$. Set $Ta=3.83+\delta$. Then $J_1(Ta)\approx J_1'\delta$ and $\alpha a\approx Ta$, and the wall condition becomes $m\delta+ka\approx0$, or $\delta\approx-m\,ka$. Here $ka=1.57$ is not small. The formula gives the right direction of the shift but overstates its size.

## Comparison of estimate and solution

The ratio of the two densities is

$$\frac{n_{\rm estimate}}{n}=\frac{T}{\alpha}=\frac{76.63}{82.82}=0.925 .$$

The estimate is 7.5% low because it leaves the axial variation out of Ampère's law. For $k\ll T$ the two agree, and $n\propto B_0/(\omega\lambda a)$. In the opposite limit, $k\gg T$, $\alpha\to k$ and $n\to B_0k^2/(\omega\mu_0e)$. This is the whistler travelling along the field. The radius has dropped out, and the estimate fails.

The solution also shows how measurement errors enter. From $\ln n=\ln B_0+\ln k+\tfrac12\ln(k^2+T^2)+\text{const}$, with the root $Ta$ and the frequency held fixed,

$$\frac{\partial\ln n}{\partial\ln\lambda}=-1-\frac{k^2}{\alpha^2}=-1.144,\qquad
\frac{\partial\ln n}{\partial\ln a}=-\frac{T^2}{\alpha^2}=-0.856 .$$

A wavelength read 1% too long therefore makes the density about 1.1% too low. An error in $B_0$ enters in direct proportion.

## What the model leaves out

**Electron inertia.** Keeping $-i\omega m_e\mathbf v$ in the force balance gives

$$\mathbf E=\frac{\mathbf J\times\mathbf B_0}{en}-\frac{i\omega m_e}{e^2n}\mathbf J .$$

For a wave with $\nabla\times\mathbf B=\alpha\mathbf B$, $\nabla\times\mathbf J=\alpha^2\mathbf B/\mu_0$. Faraday's law becomes, with $\omega_{ce}=eB_0/m_e$,

$$\frac{\omega\mu_0en}{B_0}=k\alpha-\frac{\omega}{\omega_{ce}}\alpha^2 .$$

At fixed $k$ and $T$ the density falls by the fraction $\omega\alpha/(\omega_{ce}k)=0.02422\times82.82/31.42=6.4\%$, to $2.84\times10^{18}$ m$^{-3}$. The fraction grows at long wavelength, and the massless law fails once $k$ is no longer large compared with $\omega\alpha/\omega_{ce}\approx2$ m$^{-1}$.

The relation is quadratic in $\alpha$, and its roots add up to $k\omega_{ce}/\omega$. The second root, $\alpha_2=1214$ m$^{-1}$, is the short Trivelpiece-Gould wave. Since $E_z$ no longer vanishes, the wall needs both waves. Write $\alpha_1$ for the helicon root, $x_j=a\sqrt{\alpha_j^2-k^2}$, and $c_j$ for the amplitudes of $B_z$. For $m=0$, $E_z(a)=0$ and $B_r(a)=0$ require

$$\sum_j c_j\alpha_jJ_0(x_j)=0,\qquad \sum_j c_j\frac{J_1(x_j)}{x_j}=0 .$$

A non-zero solution exists if

$$\alpha_2J_0(x_2)\frac{J_1(x_1)}{x_1}=\alpha_1J_0(x_1)\frac{J_1(x_2)}{x_2}.$$

The root moves from 3.8317 to 3.8327, and the density stays at $2.84\times10^{18}$ m$^{-3}$. This root continues the massless helicon mode. Without collisions and with fixed ions, the condition has other roots at the same wavelength, with densities such as $1.95\times10^{18}$ and $3.94\times10^{18}$ m$^{-3}$. Near a zero of $J_0(x_2)$ the root close to 3.83 splits in two: at $B_0=20.42$ mT the pair is 3.77 and 3.90, and the two densities differ by about 3%.

**Ions and displacement current.** The drive frequency lies between the lower hybrid frequency, 2.07 MHz for a model ion of 40 u, and the electron cyclotron frequency, 560 MHz. Solving the full cold-plasma wave equation at fixed $k$ and $T$ changes the density by 0.08%. The other collisionless roots at the conducting wall are far more sensitive, because they depend on the phase of the short wave at the wall. With these ions and the displacement current included, the neighbouring roots lie at $2.43\times10^{18}$ and $4.38\times10^{18}$ m$^{-3}$, and the root near 3.83 is no longer split at 20.42 mT.

**Collisions.** Take an electron temperature $T_e=3$ eV, gas at 5 mTorr and 400 K, and an electron-neutral rate coefficient of $10^{-13}$ m$^3$/s. The gas density times this coefficient is $1.21\times10^7$ s$^{-1}$. The standard electron-ion momentum-transfer rate, with a Coulomb logarithm of 10.7, adds $1.82\times10^7$ s$^{-1}$. The sum is $\nu=0.356\,\omega$.

Friction $-m_e\nu\mathbf v$ replaces $m_e$ by $m_e(1+i\nu/\omega)$. Let $k$ acquire a small imaginary part $k_i$ at fixed $n$ and $T$. Since $d\alpha/dk=k/\alpha$, the first-order change of the dispersion relation is

$$ik_i\left(\alpha+\frac{k^2}{\alpha}-\frac{2k\omega}{\omega_{ce}}\right)-i\frac{\nu}{\omega_{ce}}\alpha^2=0 ,$$

$$k_i=\frac{0.00862\times82.82^2}{82.82+11.92-1.52}=0.63\ \text{m}^{-1}.$$

The amplitude decays over $1/k_i\approx160$ cm, eight wavelengths. The first-order balance is purely imaginary, so the real wavelength keeps its relation to $n$. The full cold-plasma solution at fixed $T$ gives a density shift below 0.01%. If the two-wave condition at the conducting wall is solved with collisions as well, the density stays at $2.84\times10^{18}$ m$^{-3}$ and the decay length becomes about 153 cm.

**Thermal motion.** The axial phase speed, $2.71\times10^6$ m/s, is $\zeta=2.64$ times the thermal speed $\sqrt{2T_e/m_e}$. In a Maxwellian plasma the cold response along the field is multiplied by $F=\zeta^2Z'(\zeta)$, where $Z$ is the plasma dispersion function. Here $F=1.38-0.06i$. Only part of the inertia shift comes from motion along the field. Taking $|F-1|$ of the whole shift, about 2% of the density, therefore gives a rough upper estimate of the effect, not a calculated correction.

**Radial profile.** Let $n$ depend on $r$, with massless electrons and $m=0$, and define $\alpha(r)=\omega\mu_0en(r)/(kB_0)$. Ohm's law gives $E_\theta=-J_rB_0/(en)$ and $E_r=J_\theta B_0/(en)$. Faraday's law then gives $\mu_0J_r=\alpha B_r$ and $\mu_0J_\theta=\alpha B_\theta$. From $\mu_0J_r=-ikB_\theta$ follows $B_\theta=i\alpha B_r/k$, and $\nabla\cdot\mathbf B=0$ gives $B_z=(i/k)(rB_r)'/r$. Inserting both in $ikB_r-B_z'=\alpha B_\theta$ and multiplying by $k/i$,

$$\left[\frac{(rB_r)'}{r}\right]'+\left[\alpha(r)^2-k^2\right]B_r=0 .$$

Multiply by $rB_r$, taken real, and integrate by parts with $B_r(a)=0$:

$$\int_0^a\alpha^2rB_r^2\,dr=\int_0^a\left[\frac{\big((rB_r)'\big)^2}{r}+k^2rB_r^2\right]dr .$$

The ratio of the right side to $\int rB_r^2\,dr$ is stationary at the uniform mode $J_1(Tr)$, where it equals the uniform $\alpha^2$. For a weak profile the inferred density is therefore, to first order, the root-mean-square density weighted with $rB_r^2$.

For a parabola falling to half at the edge, the same wavelength requires $3.58\times10^{18}$ m$^{-3}$ on the axis and an area mean of $2.69\times10^{18}$ m$^{-3}$. The weighted rms value is $3.00\times10^{18}$ m$^{-3}$, within about 1% of the uniform result. The axis density is 18% above that result.

## Beside a real source

The parameters lie in the rough range of radio-frequency helicon sources for etching and deposition: 13.56 MHz, a field of some tens of mT, a radius of several cm and a few mTorr of gas. A density of a few $10^{18}$ m$^{-3}$ is within their range. Two assumptions may break. The antenna may drive $m=+1$, which lowers the inferred density at this wavelength by 24% for massless electrons (about 23% with inertia and collisions at a conducting wall), and the profile may be peaked, which separates axis and mean density. The size of this effect depends on the mode: for $m=+1$ and massless electrons, the same parabola gives $2.46\times10^{18}$ m$^{-3}$ on the axis and an area mean of $1.85\times10^{18}$ m$^{-3}$. The mode should therefore be identified, for instance from the phase around the column, before the wavelength is turned into a density.

The wall may instead be a dielectric tube. For massless electrons the condition $J_r(a)=0$ gives the same root, because $\mu_0J_r=\alpha B_r$. However, the vacuum field outside, for $m=0$, has $B_r\propto K_1(kr)$ if it decays outwards. This has no zero, so the outer field must vanish, while $B_z$ inside the edge does not. The jump needs a current layer at the edge, which the massless model does not describe.

With electron inertia the short wave supplies this layer, and the answer changes strongly. Take a uniform column with a sharp edge, surrounded by unbounded vacuum, and the collision rate used above. One solution at the measured wavelength then has a density between $2.4\times10^{18}$ and $2.5\times10^{18}$ m$^{-3}$ and decays over about 22 cm, roughly one wavelength. Another, at about $4.3\times10^{18}$ m$^{-3}$, is damped almost equally. These values depend on any metal around the tube. A conducting enclosure at $2a$ hardly changes them, but one at $1.2a$ moves the first solution to $2.57\times10^{18}$ m$^{-3}$ with a decay length of about 47 cm. A gap of only 1 mm gives nearly the conducting-wall result, $2.80\times10^{18}$ m$^{-3}$ and about 150 cm. The density and decay length found for the conducting wall should therefore not be carried over to a dielectric tube unless metal surrounds it closely. The numerical output below lists the main values for the conducting wall.

## Computed results

```
frequency: 13.56 MHz
axial wavelength: 20 cm
static field: 20 mT
radius: 5 cm
angular frequency: 8.52e+07 rad/s
axial wavenumber k: 31.42 1/m
root T*a, m=0: 3.8317
transverse wavenumber T: 76.63 1/m
alpha: 82.82 1/m
density, m=0: 3.034e+18 m^-3
density, m=0: 3.034e+12 cm^-3
density if alpha is replaced by T: 2.807e+18 m^-3
slope dln n/dln wavelength: -1.144
slope dln n/dln radius: -0.8561
root T*a, m=+1: 2.737
density, m=+1: 2.312e+18 m^-3
root T*a, m=-1: 4.751
density, m=-1: 3.666e+18 m^-3
electron cyclotron frequency: 559.8 MHz
lower hybrid frequency, 40 u ion: 2.072 MHz
electron plasma frequency: 15.64 GHz
omega/omega_ce: 0.02422
density with electron inertia: 2.84e+18 m^-3
inertia shift: -6.39 %
second-wave alpha2: 1214 1/m
two-wave root T*a: 3.8327
two-wave density: 2.841e+18 m^-3
shift by ions and displacement: 0.083 %
electron temperature: 3 eV
gas pressure: 5 mTorr
gas temperature: 400 K
electron-neutral rate coefficient: 1e-13 m^3/s
Coulomb logarithm: 10.7
electron-ion collision rate: 1.82e+07 1/s
electron-neutral collision rate: 1.21e+07 1/s
total collision rate/omega: 0.356
density shift by collisions: 0.0055 %
Im k by collisions, full tensor: 0.634 1/m
Im k by first-order formula: 0.634 1/m
amplitude decay length: 158 cm
axial phase speed: 2.71e+06 m/s
thermal speed sqrt(2Te/me): 1.03e+06 m/s
phase speed/thermal speed: 2.64
thermal factor F, real part: 1.38
thermal factor F, imaginary part: -0.061
thermal effect, order estimate: 2 %
profile: edge/axis density: 0.5
profile: axis density: 3.58e+18 m^-3
profile: area-mean density: 2.687e+18 m^-3
profile: wave-weighted rms density: 3.002e+18 m^-3
```
